# Quasiparticle Band Offsets from Bulk Edge Corrections and a Fixed Interface Lineup: verification in Python

```python
# RESULT UNDER TEST: for an interface A|B with unchanged electron density,
#   QP offset = KS offset + (bulk edge correction of B) - (that of A);
# if the density changes, the change of electrostatic lineup is added.
# Offsets are B minus A. KS = Kohn-Sham, QP = quasiparticle,
# VBO/CBO = valence/conduction band offset, U = electrostatic electron energy.
# Model: planes with a conduction-like (c) and a valence-like (v) orbital,
# two electrons and ionic charge +2 per plane. Energies in eV, lengths in nm.
# KS uses a local exchange potential -C*n^(1/3), n = electrons in an orbital.
# QP uses screened exchange -W_ij*rho_ij, rho = density matrix per spin.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

SPACING, AREA = 0.25, 0.15
G_INTERFACE = 0.6
C_LOCAL = 2.0
RANGE, ORBITAL_SEPARATION = 0.30, 0.15
COULOMB = const.e / const.epsilon_0 * 1e9          # e^2/eps0 in eV nm
SHEET = COULOMB / AREA                             # eV per nm
NK = 128
THETA = 2 * np.pi * np.arange(NK) / NK
# on-site c, on-site v, hopping c, hopping v, c-v hopping, screened W
MATERIAL = {"A": (1.6, 0.5, -0.5, 0.5, 0.2, 3.0),
            "B": (3.5, -0.5, -0.5, 0.3, 0.2, 4.5)}


def local_exchange(n):
    return -C_LOCAL * np.cbrt(n)


def edges(hk):
    levels = np.linalg.eigvalsh(hk)
    return np.array([levels[:, 0].max(), levels[:, 1].min()])


# ---------- bulk crystals in Bloch space ----------
def bulk_projector(hk):
    vec = np.linalg.eigh(hk)[1][:, :, 0]
    return vec[:, :, None] * vec[:, None, :].conj()


def bulk_exchange(pk, w):
    steps = np.minimum(np.arange(NK), NK - np.arange(NK)) * SPACING
    other = ORBITAL_SEPARATION * (1 - np.eye(2))
    dist = np.sqrt(steps[:, None, None]**2 + other[None]**2)
    rho_r = np.fft.fft(pk, axis=0) / NK
    return np.fft.ifft(-w * np.exp(-dist / RANGE) * rho_r, axis=0) * NK


def bulk_local(pk):
    n = 2 * np.einsum("kii->i", pk).real / NK
    return np.diag(local_exchange(n))[None]


def bulk_scf(name, level):
    ec, ev, tc, tv, g, w = MATERIAL[name]
    h0 = np.zeros((NK, 2, 2), complex)
    h0[:, 0, 0] = ec + 2 * tc * np.cos(THETA)
    h0[:, 1, 1] = ev + 2 * tv * np.cos(THETA)
    h0[:, 0, 1] = h0[:, 1, 0] = 2 * g * np.cos(THETA)
    h = h0 + np.diag(local_exchange(np.array([0.1, 1.9])))[None]
    for _ in range(1000):
        pk = bulk_projector(h)
        pot = bulk_local(pk) if level == "KS" else bulk_exchange(pk, w)
        change = h0 + pot - h
        if np.abs(change).max() < 1e-10:
            return h, pk
        h = h + 0.4 * change
    raise RuntimeError("bulk self-consistency not reached")


bulk = {}
for name in "AB":
    hk, pk = bulk_scf(name, "KS")
    correction = bulk_exchange(pk, MATERIAL[name][5]) - bulk_local(pk)
    energy, vec = np.linalg.eigh(hk)
    first = np.einsum("kia,kij,kja->ka", vec.conj(), correction, vec).real
    ks = edges(hk)
    qp_band = energy + first
    qp = np.array([qp_band[:, 0].max(), qp_band[:, 1].min()])
    sc = edges(bulk_scf(name, "QP")[0])
    bulk[name] = {"ks": ks, "delta": qp - ks, "delta_sc": sc - ks}


# ---------- A/B supercell in real space ----------
def density_matrix(h):
    occupied = np.linalg.eigh(h)[1][:, :len(h) // 2]
    return occupied @ occupied.T


def plane_charge(rho):
    return 2 - 2 * np.diag(rho).reshape(-1, 2).sum(axis=1)


def electrostatic(rho):
    q = np.fft.fft(plane_charge(rho))
    k = 2 * np.pi * np.arange(len(q)) / len(q)
    u = np.zeros(len(q), complex)
    u[1:] = SHEET * SPACING * q[1:] / (2 * np.cos(k[1:]) - 2)
    return np.fft.ifft(u).real


def build_supercell(n):
    m = 2 * n
    names = ["A"] * n + ["B"] * n
    h0 = np.zeros((2 * m, 2 * m))
    for p in range(m):
        r = (p + 1) % m
        left, right = MATERIAL[names[p]], MATERIAL[names[r]]
        h0[2*p, 2*p], h0[2*p+1, 2*p+1] = left[0], left[1]
        g = left[4] if names[p] == names[r] else G_INTERFACE
        block = np.array([[(left[2] + right[2]) / 2, g],
                          [g, (left[3] + right[3]) / 2]])
        h0[2*p:2*p+2, 2*r:2*r+2] = block
        h0[2*r:2*r+2, 2*p:2*p+2] = block.T
    plane = np.repeat(np.arange(m), 2)
    orbital = np.tile([0, 1], m)
    steps = np.abs(plane[:, None] - plane[None])
    steps = np.minimum(steps, m - steps) * SPACING
    other = ORBITAL_SEPARATION * (orbital[:, None] != orbital[None])
    w = np.repeat([MATERIAL[x][5] for x in names], 2)
    screened = np.sqrt(np.outer(w, w)) * np.exp(-np.hypot(steps, other) / RANGE)
    return h0, screened


def supercell_scf(h0, screened, level, start):
    h = start.copy()
    for _ in range(1000):
        rho = density_matrix(h)
        if level == "KS":
            pot = np.diag(local_exchange(2 * np.diag(rho)))
        else:
            pot = -screened * rho
        change = h0 + np.diag(np.repeat(electrostatic(rho), 2)) + pot - h
        if np.abs(change).max() < 1e-9:
            return h, rho
        h = h + 0.25 * change
    raise RuntimeError("supercell self-consistency not reached")


def local_edges(h, centre, n):
    m = len(h) // 2
    hk = np.zeros((NK, 2, 2), complex)
    for r in range(-(n // 2), n // 2 + 1):
        p = (centre + r) % m
        hk += (np.exp(1j * THETA * r)[:, None, None]
               * h[2*centre:2*centre+2, 2*p:2*p+2][None])
    return edges((hk + hk.conj().transpose(0, 2, 1)) / 2)


def interface(n):
    h0, screened = build_supercell(n)
    guess = np.tile(local_exchange(np.array([0.1, 1.9])), 2 * n)
    h, rho = supercell_scf(h0, screened, "KS", h0 + np.diag(guess))
    d = -screened * rho - np.diag(local_exchange(2 * np.diag(rho)))
    empty = np.eye(len(rho)) - rho
    h_qp = h + rho @ d @ rho + empty @ d @ empty
    h_qp = (h_qp + h_qp.T) / 2
    a, b = n // 2, n + n // 2
    u = electrostatic(rho)
    return {"h0": h0, "screened": screened, "h": h, "rho": rho, "h_qp": h_qp,
            "a": a, "b": b, "u": u, "lineup": u[b] - u[a],
            "ks": local_edges(h, b, n) - local_edges(h, a, n),
            "qp": local_edges(h_qp, b, n) - local_edges(h_qp, a, n)}


N_THIN, N_THICK = 21, 41
thin, thick = interface(N_THIN), interface(N_THICK)


def difference(key):
    return bulk["B"][key] - bulk["A"][key]


def predicted(cell):
    return difference("ks") + cell["lineup"] + difference("delta")


ks_formula = difference("ks") + thick["lineup"]
qp_formula = predicted(thick)
error_thin = np.abs(thin["qp"] - predicted(thin)).max()
error_thick = np.abs(thick["qp"] - qp_formula).max()
assert np.abs(thick["ks"] - ks_formula).max() < 1e-4
assert error_thick < 1e-4
assert error_thick < error_thin

# the block-diagonal correction keeps the density (fails if levels cross)
density_shift = np.abs(np.diag(density_matrix(thick["h_qp"]) - thick["rho"])).max()
assert density_shift < 1e-9

# lineup from the first moment of the charge, against the Poisson solution
a, b = thick["a"], thick["b"]
z = (np.arange(a, b + 1) - (a + b) / 2) * SPACING
charge = plane_charge(thick["rho"])
lineup_moment = -SHEET * np.sum(z * charge[a:b+1])
assert abs(lineup_moment - thick["lineup"]) < 1e-4


# a genuine confined supercell level must approach the local valence edge of A
def confinement(cell, n):
    energy, vec = np.linalg.eigh(cell["h_qp"])
    lo, hi = n // 3, n - n // 3
    weight = (vec[2*lo:2*hi, :2*n]**2).sum(axis=0)
    level = energy[:2*n][weight > 0.4].max()
    edge = bulk["A"]["ks"][0] + bulk["A"]["delta"][0] + cell["u"][cell["a"]]
    return edge - level


conf_thin, conf_thick = confinement(thin, N_THIN), confinement(thick, N_THICK)
assert conf_thick > 0 and 2.8 < conf_thin / conf_thick < 5.0

# full self-consistency: density and lineup are now free to change
h_sc, rho_sc = supercell_scf(thick["h0"], thick["screened"], "QP", thick["h_qp"])
u_sc = electrostatic(rho_sc)
lineup_change = u_sc[b] - u_sc[a] - thick["lineup"]
delta_n = plane_charge(thick["rho"]) - plane_charge(rho_sc)
change_moment = SHEET * np.sum(z * delta_n[a:b+1])
sc_direct = local_edges(h_sc, b, N_THICK) - local_edges(h_sc, a, N_THICK)
sc_fixed = ks_formula + difference("delta_sc")
sc_formula = sc_fixed + change_moment
assert abs(change_moment - lineup_change) < 1e-4
assert np.abs(sc_direct - sc_formula).max() < 2e-4


# ---------- image energy near a dielectric boundary ----------
def image_energy(eps_here, eps_other, distance):
    x, weight = np.polynomial.legendre.leggauss(16)
    x, weight = 7 * (x + 1), 7 * weight
    step = distance / 40
    total = 0.0
    for q, wq in zip(x / (2 * distance), weight / (2 * distance)):
        half = int((distance + 12 / q) / step)
        response = []
        for eps_left in (eps_other, eps_here):
            link = np.where(np.arange(2 * half + 2) <= half, eps_left, eps_here)
            link = link.astype(float)
            band = np.zeros((3, 2 * half + 1))
            band[0, 1:] = -link[1:-1] / step**2
            band[2, :-1] = -link[1:-1] / step**2
            band[1] = (link[:-1] + link[1:]) * (1 / step**2 + q**2 / 2)
            source = np.zeros(2 * half + 1)
            source[half + 40] = 1 / step
            response.append(solve_banded((1, 1), band, source)[half + 40])
        total += wq * q * (response[0] - response[1])
    return COULOMB / (4 * np.pi) * total


EPS_FILM, EPS_SUBSTRATE, DISTANCE = 4.0, 12.0, 1.0
image_numeric = image_energy(EPS_FILM, EPS_SUBSTRATE, DISTANCE)
image_formula = (COULOMB / (16 * np.pi * EPS_FILM * DISTANCE)
                 * (EPS_FILM - EPS_SUBSTRATE) / (EPS_FILM + EPS_SUBSTRATE))
assert abs(image_numeric / image_formula - 1) < 2e-3


# ---------- printed numbers ----------
def pair(label, first_value, second_value, names=("A", "B"), unit="eV"):
    print(f"{label}: {names[0]} {first_value:.4f}, {names[1]} {second_value:.4f} {unit}")


labels = ["on-site c", "on-site v", "hopping c-c", "hopping v-v",
          "hopping c-v", "screened W"]
for i, label in enumerate(labels):
    pair(label, MATERIAL["A"][i], MATERIAL["B"][i])
print(f"interface c-v hopping: {G_INTERFACE:.2f} eV")
print(f"local exchange constant C: {C_LOCAL:.2f} eV")
print(f"plane spacing: {SPACING:.2f} nm")
print(f"cell area: {AREA:.2f} nm^2")
print(f"range of W: {RANGE:.2f} nm")
print(f"in-plane orbital separation: {ORBITAL_SEPARATION:.2f} nm")
print(f"planes per layer: thin {N_THIN}, thick {N_THICK}")
for i, edge in enumerate(["valence", "conduction"]):
    pair(f"bulk KS {edge} edge", bulk["A"]["ks"][i], bulk["B"]["ks"][i])
    pair(f"first-order {edge} correction", bulk["A"]["delta"][i], bulk["B"]["delta"][i])
    pair(f"self-consistent {edge} correction", bulk["A"]["delta_sc"][i],
         bulk["B"]["delta_sc"][i])
pair("KS gap", np.diff(bulk["A"]["ks"])[0], np.diff(bulk["B"]["ks"])[0])
pair("first-order QP gap", np.diff(bulk["A"]["ks"] + bulk["A"]["delta"])[0],
     np.diff(bulk["B"]["ks"] + bulk["B"]["delta"])[0])
pair("charge of interface plane", charge[N_THICK-1], charge[N_THICK], unit="e")
print(f"KS lineup from Poisson: {thick['lineup']:.5f} eV")
print(f"KS lineup from first moment: {lineup_moment:.5f} eV")
offset = ("VBO", "CBO")
pair("KS offsets, bulk plus lineup", *ks_formula, names=offset)
pair("KS offsets, direct", *thick["ks"], names=offset)
pair("correction differences B-A", *difference("delta"), names=offset)
pair("QP offsets, formula", *qp_formula, names=offset)
pair("QP offsets, direct", *thick["qp"], names=offset)
print(f"largest formula error, thin layers: {error_thin:.1e} eV")
print(f"largest formula error, thick layers: {error_thick:.1e} eV")
print(f"largest first-order density-matrix diagonal change: {density_shift:.1e}")
print(f"confinement shift in A, thin: {1000*conf_thin:.2f} meV")
print(f"confinement shift in A, thick: {1000*conf_thick:.2f} meV")
print(f"self-consistent largest plane density change: {np.abs(delta_n).max():.5f} electrons")
print(f"self-consistent lineup change, Poisson: {lineup_change:.5f} eV")
print(f"self-consistent lineup change, moment: {change_moment:.5f} eV")
pair("self-consistent offsets, old lineup", *sc_fixed, names=offset)
pair("self-consistent offsets, full formula", *sc_formula, names=offset)
pair("self-consistent offsets, direct", *sc_direct, names=offset)
print(f"dielectric constants: film {EPS_FILM:.1f}, substrate {EPS_SUBSTRATE:.1f}")
print(f"distance from boundary: {DISTANCE:.1f} nm")
print(f"image energy, formula: {1000*image_formula:.2f} meV")
print(f"image energy, numerical: {1000*image_numeric:.2f} meV")
print("every check passed")
```

Output:

```
on-site c: A 1.6000, B 3.5000 eV
on-site v: A 0.5000, B -0.5000 eV
hopping c-c: A -0.5000, B -0.5000 eV
hopping v-v: A 0.5000, B 0.3000 eV
hopping c-v: A 0.2000, B 0.2000 eV
screened W: A 3.0000, B 4.5000 eV
interface c-v hopping: 0.60 eV
local exchange constant C: 2.00 eV
plane spacing: 0.25 nm
cell area: 0.15 nm^2
range of W: 0.30 nm
in-plane orbital separation: 0.15 nm
planes per layer: thin 21, thick 41
bulk KS valence edge: A -1.1577, B -2.4525 eV
first-order valence correction: A -0.4663, B -1.9735 eV
self-consistent valence correction: A -0.4781, B -1.9750 eV
bulk KS conduction edge: A -0.0085, B 2.1968 eV
first-order conduction correction: A 0.7325, B 0.3292 eV
self-consistent conduction correction: A 0.7443, B 0.3306 eV
KS gap: A 1.1492, B 4.6493 eV
first-order QP gap: A 2.3480, B 6.9520 eV
charge of interface plane: A -0.0099, B 0.0089 e
KS lineup from Poisson: -0.24832 eV
KS lineup from first moment: -0.24832 eV
KS offsets, bulk plus lineup: VBO -1.5431, CBO 1.9570 eV
KS offsets, direct: VBO -1.5431, CBO 1.9570 eV
correction differences B-A: VBO -1.5072, CBO -0.4033 eV
QP offsets, formula: VBO -3.0503, CBO 1.5537 eV
QP offsets, direct: VBO -3.0503, CBO 1.5537 eV
largest formula error, thin layers: 3.8e-05 eV
largest formula error, thick layers: 9.5e-10 eV
largest first-order density-matrix diagonal change: 3.4e-15
confinement shift in A, thin: 4.69 meV
confinement shift in A, thick: 1.19 meV
self-consistent largest plane density change: 0.01515 electrons
self-consistent lineup change, Poisson: 0.44386 eV
self-consistent lineup change, moment: 0.44386 eV
self-consistent offsets, old lineup: VBO -3.0400, CBO 1.5433 eV
self-consistent offsets, full formula: VBO -2.5961, CBO 1.9872 eV
self-consistent offsets, direct: VBO -2.5961, CBO 1.9872 eV
dielectric constants: film 4.0, substrate 12.0
distance from boundary: 1.0 nm
image energy, formula: -45.00 meV
image energy, numerical: -45.00 meV
every check passed
```
